\section*{Lifetime and junction RC bandwidths of a silicon injection modulator}

\section*{Question}

I am trying to find the small-signal 3 dB modulation frequency of a silicon p-i-n phase modulator under forward bias. The carrier lifetime is $\tau=1$ ns. The intrinsic region, which is also the waveguide core, is 5000 Å wide between the contacts, 2000 Å high and $10^6$ Å long. The bias fills it with $10^{-6}$ electrons and as many holes per cubic angstrom.

My first attempt was an RC estimate. I took a total space-charge width of 500 Å, a relative permittivity of 12 and an external resistance of 60 ohm, and found a limit of tens of GHz. But carriers that live for a nanosecond can hardly follow such a signal. On the other hand, a forward-biased diode also has a diffusion capacitance, so perhaps the lifetime is already contained in some RC product and I would be counting it twice. Which time sets the bandwidth, and what does the other one mean?

\section*{Answer}

The light responds to the carriers stored in the core, so the quantity to follow is their charge, and the junction voltage comes second. I use atomic units in the algebra, $e=\hbar=4\pi\varepsilon_0=1$, so a voltage is also an energy per carrier. The numbers below are those of a model device at 300 K with your round parameters.

\subsection*{What 3 dB refers to}

Let $Q$ be the total hole charge in the intrinsic region. For a small change $\delta Q$ about the bias value $Q_0$, the change of refractive index caused by the carriers is linear in $\delta Q$. Heating by the current also shifts the index, but the temperature is too slow to follow the modulation frequencies of interest here. In a measurement, the low-frequency reference should therefore be taken above the range where heating contributes. If the interferometer sits at a point where its output is linear in phase, the change of optical power is linear in $\delta Q$ too. A photodetector turns optical power into current, and electrical power goes as current squared. The electrical 3 dB point is therefore where $|\delta Q|$ has fallen to $1/\sqrt2$ of its low-frequency value, at fixed drive amplitude. I use this convention, and give the other one, half the optical amplitude, where it matters.

\subsection*{Charge balance}

Let $x$ run from the p side, $x=0$, to the n side, $x=W$. With hole density $p$ and hole current density $J_p$, continuity reads
\begin{equation}
\frac{\partial p}{\partial t}=-\frac{\partial J_p}{\partial x}-\frac p\tau .
\end{equation}
Multiply by the junction area $A$ and integrate over the intrinsic region:
\begin{equation}
\frac{dQ}{dt}=A\,[J_p(0)-J_p(W)]-\frac Q\tau,\qquad Q=A\int_0^W p\,dx .
\end{equation}
Assume that each contact blocks the opposite carrier. Then holes carry the whole injected current $I$ at the p side, $AJ_p(0)=I$, and no holes leave at the n side, $J_p(W)=0$. Hence
\begin{equation}
\frac{dQ}{dt}=I-\frac Q\tau .
\label{balance}
\end{equation}
The shape of $p(x)$ has dropped out, because $\tau$ was taken as the same everywhere.

Now put $I=I_0+\mathrm{Re}(\delta I\,e^{i\omega t})$ and $Q=Q_0+\mathrm{Re}(\delta Q\,e^{i\omega t})$. The constant terms give $I_0=Q_0/\tau$. The oscillating terms give
\begin{equation}
i\omega\,\delta Q=\delta I-\frac{\delta Q}{\tau}
\quad\Longrightarrow\quad
\frac{\delta Q}{\delta I}=\frac{\tau}{1+i\omega\tau}.
\label{response}
\end{equation}
Divided by its value at $\omega=0$, the response is $H=1/(1+i\omega\tau)$, so
\begin{equation}
|H|^2=\frac1{1+\omega^2\tau^2}.
\end{equation}
Setting this to $1/2$ requires $\omega\tau=1$. With a current drive,
\begin{equation}
f_{\rm life}=\frac1{2\pi\tau}=\frac{1}{2\pi\,(1\ \mathrm{ns})}=0.159\ \mathrm{GHz}.
\end{equation}
As a quantum of energy this is $hf=6.58\times10^{-7}$ eV. If a specification means half the optical modulation amplitude, then $|H|=1/2$, $1+\omega^2\tau^2=4$ and $\omega\tau=\sqrt3$, which gives 0.276 GHz. The device is the same; the convention differs.

\subsection*{Does the light see the total charge?}

The optical mode weights the middle of the core more than its edges. If carriers took long to spread, the central density would lag behind $Q$. To check this, write both electric current densities for a neutral plasma, $n=p$, in a field $F$:
\begin{equation}
J_p=\mu_p pF-D_p p',\qquad J_n=\mu_n pF+D_n p',\qquad D_{n,p}=\mu_{n,p}kT .
\end{equation}
At $x=0$ the electron current vanishes, so $pF=-kT\,p'$. The total current density is then $J=J_p=-2D_pp'$. At $x=W$ the hole current vanishes, so $pF=kT\,p'$ and $J=J_n=2D_np'$. The end slopes are
\begin{equation}
p'(0)=-\frac{J}{2D_p},\qquad p'(W)=\frac{J}{2D_n}.
\label{slopes}
\end{equation}
Inside, the two continuity equations are
\begin{equation}
\frac{\partial p}{\partial t}+\frac p\tau=-J_p',\qquad
\frac{\partial p}{\partial t}+\frac p\tau=+J_n' ,
\end{equation}
with opposite signs because electrons carry negative charge. Multiply the first by $\mu_n$, the second by $\mu_p$, and add. The drift terms cancel, leaving
\begin{equation}
\frac{\partial p}{\partial t}+\frac p\tau=D_ap'',\qquad
D_a=\frac{\mu_nD_p+\mu_pD_n}{\mu_n+\mu_p}=\frac{2D_nD_p}{D_n+D_p}.
\end{equation}
For an oscillating part this becomes $\delta p''=\kappa^2\delta p$ with $\kappa^2=(1+i\omega\tau)/(D_a\tau)$. About the centre, $y=x-W/2$, the solution is $\delta p=a\cosh\kappa y+b\sinh\kappa y$, and the central density is $a$. Subtracting the slope at the left end from that at the right end removes $b$:
\begin{equation}
2\kappa a\sinh\frac{\kappa W}{2}=\frac{\delta J}{2D_n}+\frac{\delta J}{2D_p}=\frac{\delta J}{D_a}.
\end{equation}
With $z=\kappa W/2$ this is
\begin{equation}
a=\frac{\delta J}{2D_a\kappa\sinh z}
=\frac{\delta J\,\tau}{W(1+i\omega\tau)}\,\frac{z}{\sinh z}.
\end{equation}
The first factor is the average density, from the charge balance. The second is the correction for diffusion. For small $z$ it is $1-z^2/6$, where
\begin{equation}
z^2=\frac{W^2}{4D_a\tau}(1+i\omega\tau).
\end{equation}
The model mobilities, $6\times10^9$ and $2\times10^9$ Å$^2$/(V ns), give $D_a=7.76\times10^7$ Å$^2$/ns. Thus
\begin{equation}
\frac{W^2}{4D_a\tau}=\frac{(5000)^2}{4\times7.76\times10^7\times1}=0.081 .
\end{equation}
The frequency-dependent part of $z^2/6$ is imaginary, so to first order it shifts the phase and leaves the relative magnitude unchanged. The full expression gives a central-density bandwidth of 0.1591 GHz, the same as before at any useful precision. The static profile is also fairly flat: the density at the p edge is 1.08 times the central one, and at the n edge 1.00 times. The asymmetry follows from \eqref{slopes}: the slope at the p side is three times steeper because holes are three times less mobile.

\subsection*{The lifetime as an RC time}

Your suspicion about double counting is justified. At high injection $np\propto e^{V/kT}$, where $V$ is the total junction voltage, and $n=p$. Therefore $p$ and $Q$ go as $e^{V/2kT}$, and the diffusion capacitance is
\begin{equation}
C_d=\frac{dQ}{dV}=\frac{Q_0}{2kT}.
\end{equation}
The steady current is $I=Q/\tau$, so the differential resistance is
\begin{equation}
r_d=\left(\frac{dI}{dV}\right)^{-1}=\frac{\tau}{C_d}=\frac{2kT}{I_0},
\qquad r_dC_d=\tau .
\end{equation}
More bias raises $C_d$ and lowers $r_d$ in the same proportion. A larger area at the same density does likewise. Neither changes the product while $\tau$ stays constant.

The volume holds $10^7$ carriers of each sign, and the bias current is 1.602 mA. With $kT=0.02585$ eV,
\begin{align}
r_d&=\frac{2\times0.02585\ \mathrm V}{1.602\ \mathrm{mA}}=32.3\ \mathrm{ohm},\\
C_d&=\frac{\tau}{r_d}=\frac{1\ \mathrm{ns}}{32.3\ \mathrm{ohm}}=31.0\ \mathrm{pF}.
\end{align}
So the 0.159 GHz is an RC frequency, but one made of the diode's own resistance and its diffusion capacitance. It must not be added to the lifetime as a second delay.

\subsection*{The junction RC limit}

Your estimate used a different capacitance, that of the space-charge layers. A sheet charge $q$ on area $A$ produces a field $4\pi q/(\varepsilon_rA)$ and, across a total width $d$, a voltage $4\pi qd/(\varepsilon_rA)$. Hence
\begin{equation}
C_j=\frac{\varepsilon_rA}{4\pi d}.
\end{equation}
The area is $2000\times10^6=2\times10^9$ Å$^2$. In these units capacitance is a length, $12\times2\times10^9/(4\pi\times500)=3.82\times10^6$ Å, which corresponds to 0.0425 pF. This is the parallel-plate value; for a core this thin, fringing fields in an oxide cladding add some tens of percent to $C_j$ and lower the RC frequency below accordingly.

If no carriers were stored, a source $V_s$ behind the resistance $R$ would only charge $C_j$:
\begin{equation}
C_j\frac{dV}{dt}=\frac{V_s-V}{R}
\quad\Longrightarrow\quad
\frac{\delta V}{\delta V_s}=\frac1{1+i\omega RC_j}.
\end{equation}
The same 3 dB condition gives
\begin{equation}
f_{RC}=\frac1{2\pi RC_j}=\frac{1}{2\pi\,(0.00255\ \mathrm{ns})}=62.4\ \mathrm{GHz}.
\end{equation}
It exceeds the lifetime value by $\tau/(RC_j)=392$.

This is a reference value for the contacts, with $C_j$ held fixed. It does not predict the speed of your device under reverse bias. There the intrinsic region is swept empty, so the space-charge width is at least 5000 Å instead of 500 Å. In the plate formula the capacitance is then at least ten times smaller, and the RC limit for the same $R$ correspondingly higher. Because the gap is now wider than the core is high, fringing fields, which the formula omits, add to the capacitance and make the actual gain smaller. The optical response per volt is a separate matter.

\subsection*{Both capacitances in one circuit}

A real driver is neither a perfect current source nor connected to an empty junction. Let $V_s$ act through $R$ and through the resistance of the plasma itself. The plasma conductivity is $\mu_sp$ with $\mu_s=\mu_n+\mu_p$, and $p=Q/(AW)$, so
\begin{equation}
R_p=\frac{W}{A\mu_sp}=\frac{W^2}{\mu_sQ}.
\end{equation}
The terminal current $I_t$ supplies recombination, stored charge and the space-charge layers:
\begin{equation}
I_t=\frac{V_s-V}{R+R_p}=\frac Q\tau+\frac{dQ}{dt}+C_j\frac{dV}{dt}.
\end{equation}
Linearize the right side with $\delta Q=C_d\delta V$:
\begin{equation}
\delta I_t=\left[\frac1{r_d}+i\omega(C_d+C_j)\right]\delta V .
\label{node}
\end{equation}
On the left, $R_p$ falls as the charge rises, $\delta R_p=-R_p\,\delta Q/Q_0=-R_p\,\delta V/(2kT)$. From $(R+R_p)I_t=V_s-V$,
\begin{equation}
(R+R_p)\,\delta I_t=\delta V_s-\delta V-I_0\,\delta R_p
=\delta V_s-\left(1-\frac{V_p}{2kT}\right)\delta V ,
\end{equation}
where $V_p=I_0R_p$. Insert \eqref{node} and collect the terms in $\delta V$:
\begin{equation}
\left[\frac1{r_d}+g+i\omega(C_d+C_j)\right]\delta V=\frac{\delta V_s}{R+R_p},
\qquad g=\frac{1-V_p/(2kT)}{R+R_p}.
\end{equation}
This is again a single pole, and $\delta Q$ follows $\delta V$, so
\begin{equation}
2\pi f_{3\rm dB}=\frac{1/r_d+g}{C_d+C_j}.
\label{general}
\end{equation}

With the model mobilities $R_p=1.95$ ohm and $V_p=0.0031$ eV, hence $V_p/(2kT)=0.060$. (In real silicon at this density, electron-hole scattering can roughly halve $\mu_s$; an $R_p$ near 4 ohm would lower the result below by 3 to 4\%.) Then
\begin{align}
g&=\frac{1-0.060}{61.95\ \mathrm{ohm}}=0.0152\ \mathrm{ohm}^{-1},\\
\frac1{r_d}+g&=0.0310+0.0152=0.0462\ \mathrm{ohm}^{-1},\\
f_{3\rm dB}&=\frac{0.0462\ \mathrm{ohm}^{-1}}{2\pi\times31.03\ \mathrm{pF}}=0.237\ \mathrm{GHz}.
\end{align}
This circuit treats the plasma as uniform. In fact $V$ follows the densities at the contacts, mostly the one at the p side, which runs slightly ahead of the average, and this lowers the bandwidth by about 2\% here. The error grows as $R$ is reduced: \eqref{general} is too high by about 6\% at 20 ohm and 17\% at 5 ohm, and at $R=0$ the bandwidth is about 1.5 GHz instead of the 2.6 GHz the formula gives. The voltage-driven modulator is thus about one and a half times faster than the current-driven one. The carriers do not recombine any sooner. When the stored charge is above its steady value, so is $V$, and the external circuit then delivers less current. An excess of charge therefore decays through this path as well as by recombination. The conductance $g$ describes the path, and its contribution to the decay rate is $g/(C_d+C_j)$. The lifetime frequency is therefore the answer for current drive, not a ceiling for every driver.

Two limits of \eqref{general} connect the two times you asked about.

\begin{itemize}
\item For large $R$, $g\to0$ and $2\pi f=1/[\tau(1+C_j/C_d)]$. Since $C_j/C_d=0.0014$, the junction capacitance lowers the lifetime value by about 0.14\%. With $R=10^5$ ohm the frequency is 0.1590 GHz.
\item For an empty junction, $C_d$ and $1/r_d$ vanish. The formula for $R_p$ diverges as $Q\to0$ and does not apply there. The reference circuit of the previous section contains only $R$ and $C_j$, so $R_p$ and $V_p$ are set to zero, and $2\pi f=1/(RC_j)$ returns.
\end{itemize}

Removing $C_j$ altogether from the 60 ohm case changes the bandwidth from 0.2367 to 0.2371 GHz. Next to so dense a plasma the space-charge layers may be much thinner than 500 Å, but even a tenfold $C_j$ would lower the bandwidth by only about 1\%. Work on the junction capacitance is wasted at this bias. Lowering $R$ does help, through $g$, because the large capacitance $C_d$ is then charged and discharged faster.

Integrating the nonlinear circuit equation in time with a small sine at each predicted 3 dB frequency gives a charge amplitude of 0.7071 of the static one. This holds for the voltage drive, the current drive and the empty junction; the values are in the numerical output.

\subsection*{What it costs to go faster}

Equation \eqref{response} can be read backwards. To keep a given $\delta Q$ at frequency $\omega$, the current into the plasma must be
\begin{equation}
\delta I=(1+i\omega\tau)\frac{\delta Q}\tau .
\end{equation}
A driver that boosts its high frequencies can supply this, and so flatten the response beyond 0.159 GHz. At 62.4 GHz, however, $\omega\tau=392$, so it would need 392 times the low-frequency current amplitude. Without the boost, the detected electrical signal there would be down by $20\log_{10}392\approx52$ dB as far as total charge is concerned. At that frequency $|z|^2\approx0.081\times392\approx32$, so the central density no longer follows the total charge either.

The other route is a shorter lifetime. Equation \eqref{response} gives a low-frequency response $\tau$ and a bandwidth $1/(2\pi\tau)$; their product is fixed at $1/(2\pi)$. Speed gained by recombination is paid for in charge per unit current. To make the lifetime equal to $RC_j$ would take $\tau=0.00255$ ns, and holding the same charge would then need
\begin{equation}
I_0=\frac{Q_0}{\tau}=1.602\ \mathrm{mA}\times392=628\ \mathrm{mA}.
\end{equation}
That is a measure of the cost and not a design. With so short a lifetime $W^2/(4D_a\tau)$ would be about 32, and the carriers would recombine near the contacts before filling the core.

\subsection*{When the 1 ns must be reinterpreted}

If the recombination rate is not linear in the charge, replace $Q/\tau$ in \eqref{balance} by a function $U(Q)$. Linearizing gives the rate $dU/dQ$ in place of $1/\tau$. For $U\propto Q^m$ this is $mU/Q$, so the small-signal lifetime is $1/m$ of the ratio $Q/U$ that a steady-state measurement yields. The 1 ns in $f_{\rm life}$ must be the small-signal one.

If the contacts leak the opposite carrier, $J_p(0)-J_p(W)$ is less than $J$, and the leakage is another loss to include in the balance. It need not be small: it grows roughly as the square of the carrier density, and at the density used here the leakage into heavily doped silicon contacts can be comparable with recombination in the core. At fixed stored charge it raises both the bias current and the current-driven bandwidth. A small-signal lifetime measured on the complete device at the same bias already contains this loss. And if the drive swings $Q$ by an amount comparable with $Q_0$, the exponential relation between $Q$ and $V$ distorts the voltage-driven response: harmonics appear, and the small-signal 3 dB frequency describes it only approximately.

For the question as you posed it, with a current drive and contacts that block the opposite carrier, the bandwidth is 0.159 GHz. Your RC estimate was a sound calculation of how fast space-charge layers of the width you assumed can be charged, but under forward bias they hold very little of the charge that has to move.

\section*{Computed values}
\begin{verbatim}
Carrier lifetime: 1 ns
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Intrinsic width W: 5000 angstrom
Height: 2000 angstrom
Length: 1e+06 angstrom
Space-charge width d: 500 angstrom
Junction area: 2e+09 angstrom^2
Carrier density: 1e-06 angstrom^-3
Relative permittivity: 12
Electron mobility: 6e+09 angstrom^2/(V ns)
Hole mobility: 2e+09 angstrom^2/(V ns)
Ambipolar diffusivity: 7.7556e+07 angstrom^2/ns
Stored carriers of each sign: 1e+07
Bias current: 1.6022 mA
External resistance R: 60 ohm
Junction capacitance Cj: 0.0425 pF
Diffusion capacitance Cd: 30.987 pF
Differential resistance rd: 32.271 ohm
Plasma resistance Rp: 1.9505 ohm
Plasma voltage drop times e: 0.003125 eV
Lifetime-limited f_3dB: 0.15915 GHz
Same frequency as energy hf: 6.5821e-07 eV
Half optical amplitude frequency: 0.27566 GHz
Finite-volume total-charge f_3dB: 0.15915 GHz
Central-density f_3dB: 0.15914 GHz
Static p-edge/central density: 1.08
Static n-edge/central density: 1.0007
Large resistance for current drive: 1e+05 ohm
f_3dB with large resistance and Cj: 0.15899 GHz
f_3dB with voltage source and R: 0.23673 GHz
Same drive with Cj removed: 0.23705 GHz
Junction time R*Cj: 0.00255 ns
Junction RC limit: 62.414 GHz
RC limit / lifetime limit: 392.16
Current for same charge if tau=R*Cj: 628.3 mA
Simulated |H|, voltage drive: 0.70711
Simulated |H|, current drive: 0.70711
Simulated |H|, Cj removed: 0.70711
Simulated |H|, empty junction: 0.70711
Simulated |H| at sqrt(3) f_3dB: 0.5
\end{verbatim}
